# Effective capture radius of a single absorbing site on a square lattice: verification in Python

```python
"""
Result under test: one absorbing site on a square lattice (constant a, hop
rate h to each of four neighbours, D = h a^2) has the far field of a
perfectly absorbing disc of radius R = a exp(-gamma) / (2 sqrt 2).
Symbols: A(m,n) lattice potential kernel; r distance in units of a;
F deposition rate per site; N sites per capture zone; Rc = sqrt(N/pi) zone
radius; sigma = F N / (h * mean density) capture number;
B = 2 pi / sigma, predicted to be ln(Rc/R) - 3/4.
Densities from the lattice solver are per site, in units of F/h.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

gamma = np.euler_gamma
R = np.exp(-gamma) / (2 * np.sqrt(2))
SHIFTS = [(1, 0), (-1, 0), (0, 1), (0, -1)]


def sinh_s(q):
    t = np.sin(q / 2)
    return 2 * t * np.sqrt(1 + t * t)


def kernel_zone_sum(m, n, points=1000):
    """Kernel from its definition: midpoint sum over the Brillouin zone."""
    k = -np.pi + (np.arange(points) + 0.5) * 2 * np.pi / points
    kx, ky = np.meshgrid(k, k, indexing="ij")
    return np.mean((1 - np.cos(m * kx + n * ky))
                   / (1 - (np.cos(kx) + np.cos(ky)) / 2))


def kernel_single(m, n):
    """Kernel after one integration, for m >= n >= 0."""
    def f(q):
        s = np.arcsinh(sinh_s(q))
        return (1 - np.exp(-m * s) * np.cos(n * q)) / sinh_s(q)
    return 2 / np.pi * quad(f, 0, np.pi, limit=300,
                            epsabs=1e-11, epsrel=1e-11)[0]


def kernel_log(m, n):
    return 2 / np.pi * np.log(np.hypot(m, n) / R)


def kernel_corrected(m, n):
    r, theta = np.hypot(m, n), np.arctan2(n, m)
    return kernel_log(m, n) - 2 / np.pi * np.cos(4 * theta) / (12 * r**2)


# --- kernel: definition, single integral, far-field expansion
for m, n in [(1, 0), (1, 1), (3, 2)]:
    assert abs(kernel_zone_sum(m, n) - kernel_single(m, n)) < 1e-4
assert abs(kernel_single(1, 0) - 1) < 1e-8
for m, n in [(5, 0), (4, 3), (10, 0), (7, 7)]:
    # the next term of the expansion falls as 1/r^4
    gap = abs(kernel_single(m, n) - kernel_corrected(m, n))
    assert gap < 0.2 / np.hypot(m, n)**4

# --- the two cutoff integrals behind the constant
eps = 1e-3
lattice_part = quad(lambda t: np.exp(t) / sinh_s(np.exp(t)),
                    np.log(eps), np.log(np.pi), epsabs=1e-11)[0]
assert abs(lattice_part - np.log(2 * np.sqrt(2) / eps)) < 1e-5
eps2 = 1e-4
distance_part = quad(lambda t: np.exp(-4 * np.exp(t))
                     * np.cos(3 * np.exp(t)),
                     np.log(eps2), np.log(20), limit=300)[0]
# the neglected remainder is 4 * eps2
assert abs(distance_part + gamma + np.log(eps2 * 5)) < 1e-3


def radius_from_boundary_problem(radius):
    """Solve the lattice Laplace equation in a disc with zero density at
    the trap and ln(r) + k outside; the flux 2 pi of a unit logarithm
    fixes k = -ln(capture radius).  No kernel is used."""
    half = int(radius) + 3
    c = np.arange(-half, half + 1)
    x, y = np.meshgrid(c, c, indexing="ij")
    r = np.hypot(x, y)
    free = (r < radius) & (r > 0)
    index = -np.ones(r.shape, int)
    index[free] = np.arange(free.sum())
    outside = r >= radius
    log_data = np.where(outside, np.log(np.maximum(r, 1)), 0.0)
    one_data = outside.astype(float)
    count = free.sum()
    rhs = np.zeros((count, 2))
    rows, cols = [np.arange(count)], [np.arange(count)]
    vals = [4.0 * np.ones(count)]
    for sh in SHIFTS:
        nb = np.roll(index, sh, (0, 1))[free]
        ok = nb >= 0
        rows.append(np.arange(count)[ok])
        cols.append(nb[ok])
        vals.append(-np.ones(ok.sum()))
        rhs[:, 0] += np.roll(log_data, sh, (0, 1))[free]
        rhs[:, 1] += np.roll(one_data, sh, (0, 1))[free]
    mat = coo_matrix((np.concatenate(vals), (np.concatenate(rows),
                     np.concatenate(cols))), shape=(count, count))
    sol = splu(mat.tocsc()).solve(rhs)
    near = [index[half + i, half + j] for i, j in SHIFTS]
    flux = sol[near].sum(axis=0)
    return np.exp(-(2 * np.pi - flux[0]) / flux[1])


R_boundary = radius_from_boundary_problem(60.0)
assert abs(np.log(R_boundary / R)) < 1e-4


def zone_density(cell, trap_sites, trap_rate=1.0):
    """Steady density under uniform deposition.  cell: boolean array of
    sites; a full array is periodic, an array with an empty border has a
    reflecting rim.  trap_rate: hop rate into trap sites, units of h."""
    trap = np.zeros(cell.shape, bool)
    centre = np.array(cell.shape) // 2
    for i, j in trap_sites:
        trap[centre[0] + i, centre[1] + j] = True
    free = cell & ~trap
    count = free.sum()
    index = -np.ones(cell.shape, int)
    index[free] = np.arange(count)
    diag = np.zeros(count)
    rows, cols, vals = [], [], []
    for sh in SHIFTS:
        nb = np.roll(index, sh, (0, 1))[free]
        ok = nb >= 0
        diag += ok + trap_rate * np.roll(trap, sh, (0, 1))[free]
        rows.append(np.arange(count)[ok])
        cols.append(nb[ok])
        vals.append(-np.ones(ok.sum()))
    rows.append(np.arange(count))
    cols.append(np.arange(count))
    vals.append(diag)
    mat = coo_matrix((np.concatenate(vals), (np.concatenate(rows),
                     np.concatenate(cols))), shape=(count, count))
    density = np.zeros(cell.shape)
    density[free] = splu(mat.tocsc()).solve(np.ones(count))
    return density


def B_lattice(cell, density):
    sites = cell.sum()
    return 2 * np.pi * density.sum() / sites**2


def B_formula(sites, radius):
    return np.log(np.sqrt(sites / np.pi) / radius) - 0.75


ONE = [(0, 0)]
FIVE = ONE + SHIFTS
L = 40
N = L * L
square = np.ones((L, L), bool)
dens = zone_density(square, ONE)
B_one = B_lattice(square, dens)
large = np.ones((2 * L, 2 * L), bool)
B_large = B_lattice(large, zone_density(large, ONE))
grid = np.arange(-32, 33)
disc = np.hypot(*np.meshgrid(grid, grid)) < 30.3
B_disc = B_lattice(disc, zone_density(disc, ONE))
off_square = B_one - B_formula(N, R)
off_large = B_large - B_formula(4 * N, R)
off_disc = B_disc - B_formula(disc.sum(), R)
# a round cell must obey the formula; a square one keeps a small offset
# that does not depend on its size
assert abs(off_disc) < 0.004
assert abs(off_square) < 0.02
assert abs(off_square - off_large) < 0.002
assert abs(off_disc) < abs(off_large) / 2

# --- capture on the neighbours, and a changed hop rate into the trap
T = 300.0
kT = const.k * T / const.e
barrier_shift = 0.02
w = np.exp(-barrier_shift / kT)
R_neighbour = R * np.exp(np.pi / 2)
R_slow = R * np.exp(-np.pi / 2 * (1 / w - 1))
B_five = B_lattice(square, zone_density(square, FIVE))
B_slow = B_lattice(square, zone_density(square, ONE, w))
# finite cells change these shifts by a relative amount of about 2/N
assert abs(B_five - B_one + np.log(R_neighbour / R)) < 0.004
assert abs(B_slow - B_one + np.log(R_slow / R)) < 0.004


def B_other_hops(double, diagonal):
    """Periodic cell with extra hops of length 2a and sqrt(2) a, rates in
    units of h per direction, from the eigenvalues of the hop matrix."""
    k = 2 * np.pi * np.arange(L) / L
    kx, ky = np.meshgrid(k, k)
    rate = (4 - 2 * np.cos(kx) - 2 * np.cos(ky)
            + double * (4 - 2 * np.cos(2 * kx) - 2 * np.cos(2 * ky))
            + diagonal * (4 - 4 * np.cos(kx) * np.cos(ky)))
    mean = np.sum(1 / rate.ravel()[1:])
    return 2 * np.pi * (1 + 4 * double + 2 * diagonal) * mean / N


assert abs(B_other_hops(0, 0) - B_one) < 1e-8
share = 0.05
B_double = B_other_hops(share, 0)
B_diag = B_other_hops(0, share)

# --- worked example: rough round inputs, slow Cu(100) growth regime
a_nm, E_hop, prefactor, F = 0.26, 0.40, 1e13, 1e-3
E_desorb, E_bind = 2.5, 0.8
h = prefactor * np.exp(-E_hop / kT)
D = h * (a_nm * 1e-7)**2
mean_site = dens.mean() * F / h
transit = mean_site / F
wait = 1 / (F * N)
sigma = 2 * np.pi / B_one
sigma_formula = 2 * np.pi / B_formula(N, R)
sigma_filled = 2 * np.pi / B_five
pairing = 2 * sigma_filled * (F / h) * np.mean(dens**2)
desorbed = prefactor * np.exp(-E_desorb / kT) * transit
escape = 4 * prefactor * np.exp(-(E_hop + E_bind) / kT) * wait
assert transit < 0.01 * wait and pairing < 0.02
assert desorbed < 1e-6 and escape < 1e-3

print(f"capture radius R, formula: {R:.6f} a")
print(f"capture radius, boundary problem: {R_boundary:.6f} a")
print("kernel A: exact, logarithm, with 1/r^2 term (no unit)")
for m, n in [(1, 0), (1, 1), (2, 0), (4, 3), (10, 0)]:
    print(f"  A({m},{n}): {kernel_single(m, n):.6f} "
          f"{kernel_log(m, n):.6f} {kernel_corrected(m, n):.6f}")
print(f"radius, capture on neighbours: {R_neighbour:.4f} a")
print(f"B offset, square zone L=40: {off_square:.5f}")
print(f"B offset, square zone L=80: {off_large:.5f}")
print(f"B offset, disc zone of {disc.sum()} sites: {off_disc:.5f}")
print(f"hop length: {a_nm:.2f} nm; temperature: {T:.0f} K")
print(f"hop barrier: {E_hop:.2f} eV; prefactor: {prefactor:.0e} 1/s")
print(f"flux: {F:.3f} ML/s; trap spacing: {L} sites")
print(f"trap spacing: {L * a_nm:.1f} nm")
print(f"trap density: {1 / (L * a_nm * 1e-7)**2:.3e} 1/cm2")
print(f"R in the example: {R * a_nm:.4f} nm")
print(f"zone radius Rc: {np.sqrt(N / np.pi):.3f} a")
print(f"thermal energy kT: {kT:.5f} eV")
print(f"hop rate h per direction: {h:.3e} 1/s")
print(f"diffusion coefficient D: {D:.3e} cm2/s")
print(f"B, formula: {B_formula(N, R):.4f}; lattice: {B_one:.4f}")
print(f"sigma empty trap, formula: {sigma_formula:.4f}")
print(f"sigma empty trap, lattice: {sigma:.4f}")
print(f"sigma if R = a/2: {2 * np.pi / B_formula(N, 0.5):.4f}")
print(f"sigma if R = a: {2 * np.pi / B_formula(N, 1.0):.4f}")
print(f"sigma filled trap, lattice: {sigma_filled:.4f}")
print(f"mean adatom density: {mean_site:.3e} per site")
print(f"mean adatom density: {mean_site / (a_nm * 1e-7)**2:.3e} 1/cm2")
print(f"mean transit time: {transit:.3e} s")
print(f"mean wait between arrivals at a trap: {wait:.3f} s")
print(f"barrier into trap raised by: {barrier_shift:.2f} eV")
print(f"  rate ratio w: {w:.4f}; radius: {R_slow:.4f} a")
print(f"  sigma, lattice: {2 * np.pi / B_slow:.4f}")
print(f"extra hop rate per direction: {share:.2f} h")
print(f"  double hops: sigma {2 * np.pi / B_double:.4f}, "
      f"radius {R * np.exp(B_one - B_double):.4f} a")
print(f"  diagonal hops: sigma {2 * np.pi / B_diag:.4f}, "
      f"radius {R * np.exp(B_one - B_diag):.4f} a")
print(f"fraction of adatoms lost to pairing: {pairing:.2e}")
print(f"desorption energy: {E_desorb:.1f} eV; "
      f"fraction desorbed: {desorbed:.1e}")
print(f"extra trap binding: {E_bind:.1f} eV; "
      f"escape chance per wait: {escape:.1e}")
print("success")
```

It prints:

```
capture radius R, formula: 0.198506 a
capture radius, boundary problem: 0.198506 a
kernel A: exact, logarithm, with 1/r^2 term (no unit)
  A(1,0): 1.000000 1.029374 0.976322
  A(1,1): 1.273240 1.250009 1.276535
  A(2,0): 1.453521 1.470645 1.457382
  A(4,3): 2.055775 2.053974 2.055763
  A(10,0): 2.494702 2.495245 2.494714
radius, capture on neighbours: 0.9549 a
B offset, square zone L=40: 0.01172
B offset, square zone L=80: 0.01180
B offset, disc zone of 2885 sites: -0.00012
hop length: 0.26 nm; temperature: 300 K
hop barrier: 0.40 eV; prefactor: 1e+13 1/s
flux: 0.001 ML/s; trap spacing: 40 sites
trap spacing: 10.4 nm
trap density: 9.246e+11 1/cm2
R in the example: 0.0516 nm
zone radius Rc: 22.568 a
thermal energy kT: 0.02585 eV
hop rate h per direction: 1.907e+06 1/s
diffusion coefficient D: 1.289e-09 cm2/s
B, formula: 3.9835; lattice: 3.9952
sigma empty trap, formula: 1.5773
sigma empty trap, lattice: 1.5727
sigma if R = a/2: 2.0536
sigma if R = a: 2.6550
sigma filled trap, lattice: 2.5896
mean adatom density: 5.336e-07 per site
mean adatom density: 7.893e+08 1/cm2
mean transit time: 5.336e-04 s
mean wait between arrivals at a trap: 0.625 s
barrier into trap raised by: 0.02 eV
  rate ratio w: 0.4613; radius: 0.0317 a
  sigma, lattice: 1.0783
extra hop rate per direction: 0.05 h
  double hops: sigma 1.4977, radius 0.1625 a
  diagonal hops: sigma 1.5542, radius 0.1893 a
fraction of adatoms lost to pairing: 2.84e-03
desorption energy: 2.5 eV; fraction desorbed: 5.4e-33
extra trap binding: 0.8 eV; escape chance per wait: 1.7e-07
success
```
